\section*{Projecting the Kane Model of a HgTe/CdTe Well onto BHZ Parameters, part 2}

A HgTe well of thickness $d$, grown along $z\parallel[001]$ and symmetric about $z=0$ between thick CdTe barriers, is to be described near $k=0$ by the Bernevig--Hughes--Zhang (BHZ) Hamiltonian. Its parameters $A,B,C,D,M$ are derived here from the six-band Kane model ($\Gamma_6$ and $\Gamma_8$), without strain, electric field or bulk inversion asymmetry. Lengths are in nm, energies in eV or meV from the $\Gamma_8$ edge of HgTe.

The band-edge functions are $s,X,Y,Z$ with spin $\uparrow,\downarrow$, and
\[|\mathrm{HH}+\rangle=-\tfrac1{\sqrt2}(X+iY)\uparrow,\qquad |\mathrm{LH}+\rangle=\tfrac1{\sqrt6}\,[\,2Z\uparrow-(X+iY)\downarrow\,],\]
with partners $|\mathrm{LH}-\rangle=[2Z\downarrow+(X-iY)\uparrow]/\sqrt6$ and $|\mathrm{HH}-\rangle=(X-iY)\downarrow/\sqrt2$.

At $k=0$, E1$+$ ($j_z=\tfrac12$) has real envelopes $s$ (even) on $s\uparrow$ and $g$ (odd) on LH$+$. H1$+$ ($j_z=\tfrac32$) has the real even envelope $h$ on HH$+$. They satisfy $\int(s^2+g^2)\,dz=1$ and $\int h^2\,dz=1$. The levels are $E_{E1}$ and $E_{H1}$.

Here $k_x,k_y$ are numbers, $k_z=-i\partial_z$, $k_\pm=k_x\pm ik_y$ and $k^2=k_x^2+k_y^2$. The matrix elements are
\[\langle s|H|X_i\rangle=iPk_i,\qquad \langle X_i|H|s\rangle=-iPk_i,\]
\[H_{ij}=k_iN_+k_j+k_jN_-k_i\quad(i\ne j).\]
The kinetic part of $H_{ii}$ is $k_iLk_i+\sum_{j\ne i}k_jTk_j$, and that of the $s$ band is $\mathbf k\cdot c_s\mathbf k$ with $c_s=af_s$. The coefficients are
\[L=-a(\gamma_1+4\gamma_2),\qquad T=-a(\gamma_1-2\gamma_2),\]
\[N_\pm=-a\,[3\gamma_3\pm(3\kappa+1)].\]

The example uses $a=\hbar^2/2m_0=0.0381$ eV nm$^2$, $P=0.8463$ eV nm and these low-temperature values (subscripts $w$ and $b$ mark well and barrier):

\begin{center}
\begin{tabular}{lcc}
 & HgTe & CdTe\\
$E_c$, $E_v$ (eV) & $-0.303$, $0$ & $1.036$, $-0.570$\\
$f_s$ & $1.00$ & $0.82$\\
$\gamma_1,\gamma_2,\gamma_3$ & $4.10,\,0.50,\,1.30$ & $1.47,\,-0.28,\,0.03$\\
$\kappa$ & $-0.40$ & $-1.31$
\end{tabular}
\end{center}

E1 and H1 cross at the critical thickness $d_c=6.24$ nm; with the 77 K gap, $d_c=7.13$ nm. For real wells $d_c$ is uncertain: at low temperature this model alone cannot assign thicknesses between about 5.8 and 7.2 nm to either side.

\subsection{Why the Hamiltonian splits into two blocks}

The symmetric well is unchanged by the mirror $z\to-z$, which leaves $k_x,k_y$ alone. On spin it multiplies $\uparrow$ by $-i$ and $\downarrow$ by $+i$. For E1$+$, the part $s\uparrow$ with even $s$ has the value $-i$. The part $Z\uparrow$ has an odd orbital and an odd envelope, again $-i$. The part $(X+iY)\downarrow$ has an odd envelope, giving $(+i)(-1)=-i$. H1$+$ is spin up with even $h$, also $-i$. The partners E1$-$ and H1$-$ have $+i$. Hence the two pairs do not mix at any in-plane $k$ in this model, directly or through other subbands.

Spatial inversion fixes the powers of $k$. The $s$ function is even and the $p$ functions are odd, so E1 has total parity $+$ and H1 has parity $-$. Inversion reverses $\mathbf k$. Diagonal elements are therefore even in $\mathbf k$ and the element between E1 and H1 is odd.

A rotation by $\pi/2$ about $z$ multiplies a state by $e^{-ij_z\pi/2}$. The element $\langle\mathrm{E1}+|h|\mathrm{H1}+\rangle$ must then gain the factor $e^{-i(1/2-3/2)\pi/2}=i$ when $\mathbf k$ is rotated. Among linear functions $k_+$ does this, while $k_-$ gains $-i$. On the diagonal, $k_xk_y$ changes sign and $k_x^2$ and $k_y^2$ exchange places, so $k^2$ is the one permitted quadratic form. To order $k^2$ the upper block is
\begin{equation}
h_+=C-Dk^2+(M-Bk^2)\sigma_z+A(k_x\sigma_x-k_y\sigma_y). \label{bhz}
\end{equation}
Its upper right element is $A(k_x+ik_y)$, as required. The first basis state is E1$+$ and the second is H1$+$, so
\begin{equation}
C=\tfrac12(E_{E1}+E_{H1}),\qquad M=\tfrac12(E_{E1}-E_{H1}).
\end{equation}
Time reversal gives the other block, $h_-(\mathbf k)=h_+^*(-\mathbf k)$.

\subsection{The linear coefficient $A$}

The bra of HH$+$ is $-\tfrac1{\sqrt2}(\langle X|-i\langle Y|)$ with spin up. With $\langle X_i|H|s\rangle=-iPk_i$,
\begin{equation}
\langle\mathrm{HH}+|H|s\uparrow\rangle=-\frac1{\sqrt2}\,[-iPk_x-Pk_y]=\frac{iP}{\sqrt2}\,k_- .
\end{equation}
The remote bands couple HH$+$ to the spin-up part $2Z/\sqrt6$ of LH$+$:
\begin{align}
\langle\mathrm{HH}+|H|\mathrm{LH}+\rangle&=-\frac1{\sqrt3}(H_{XZ}-iH_{YZ})\\
&=-\frac{k_-}{\sqrt3}(N_+k_z+k_zN_-).
\end{align}
Put this between $h$ and $g$. The second term is integrated by parts, and the decaying envelopes leave no boundary term:
\begin{align}
\int h(N_+k_z+k_zN_-)g\,dz&=-i\int h\,[N_+g'+(N_-g)']\,dz\\
&=-i\int(N_+hg'-N_-h'g)\,dz .
\end{align}
The sum of both contributions is $\langle\mathrm{H1}+|H|\mathrm{E1}+\rangle=iAk_-$, with
\begin{equation}
A=\frac P{\sqrt2}\int hs\,dz+\frac1{\sqrt3}\int(N_+hg'-N_-h'g)\,dz. \label{A}
\end{equation}
Redefining H1$+$ as $i$ times itself removes the factor $i$. The sign of $h$ is chosen to make $A$ positive.

The parameter $\kappa$ acts through its jump at the interfaces. Its part of the second integrand is $-a(3\kappa+1)(hg)'$. The product $hg$ is odd, so $(hg)'$ integrates to $2h(d/2)g(d/2)$ over the well and to the opposite value over the barriers. The contribution to the second integral is $-6a(\kappa_w-\kappa_b)h(d/2)g(d/2)$, and it vanishes for equal $\kappa$.

At $d=7.0$ nm the two terms of (\ref{A}) are $0.411$ and $-0.042$ eV nm, so $A=0.369$ eV nm. The first term implies an overlap $\int hs\,dz=0.411\sqrt2/0.8463=0.687$. By the Schwarz inequality it cannot exceed the square root of the $s$ weight, $\sqrt{0.573}=0.757$.

\subsection{Eliminating the other subbands}

Let $p$ be the part of an eigenvector on E1$+$ and H1$+$, and $Q$ the space of all other subbands with the same mirror value. The $Q$ rows of the eigenvalue equation give the $Q$ part as $(E-H_{QQ})^{-1}H_{Qp}\,p$. Substitution leaves
\begin{equation}
[\,H_{pp}+H_{pQ}(E-H_{QQ})^{-1}H_{Qp}\,]\,p=Ep .
\end{equation}
Different subbands have no coupling at $k=0$, so $H_{pQ}$ starts at order $k$. To order $k^2$ one may replace $H_{QQ}$ by its levels $E_l$, and $E$ by $E_m$ in the diagonal element of state $m$. With the linear couplings written as $kW_{ml}$,
\begin{equation}
q_m=q_m^{\rm dir}+\sum_l\frac{|W_{ml}|^2}{E_m-E_l},\qquad m=\mathrm{E1},\mathrm{H1}. \label{q}
\end{equation}

The direct terms are averages of the in-plane kinetic energy. A $Z$ function has the coefficient $T$, and $(X\pm iY)/\sqrt2$ has $(L+T)/2$. For the heavy hole this is
\begin{equation}
\tfrac12(L+T)=-a(\gamma_1+\gamma_2).
\end{equation}
The light hole has weights $\tfrac23$ and $\tfrac13$:
\begin{equation}
\tfrac23T+\tfrac16(L+T)=\tfrac16(L+5T)=-a(\gamma_1-\gamma_2).
\end{equation}
Hence
\begin{align}
q_E^{\rm dir}&=\int[\,c_ss^2-a(\gamma_1-\gamma_2)g^2\,]\,dz,\\
q_H^{\rm dir}&=-\int a(\gamma_1+\gamma_2)h^2\,dz .
\end{align}

The sum in (\ref{q}) runs over states of opposite parity whose $j_z$ differs by one. H1$+$ couples to the other $j_z=\tfrac12$ states with even $s$, through the elements already found for $A$. E1$+$ couples to the other even heavy-hole states, and also to states of $j_z=-\tfrac12$ with odd $s\downarrow$ and even LH$-$. The main new elements are
\begin{equation}
\langle s\uparrow|H|\mathrm{LH}-\rangle=\frac{iP}{\sqrt6}\,k_-,\qquad \langle\mathrm{LH}+|H|s\downarrow\rangle=\frac{iP}{\sqrt6}\,k_- .
\end{equation}
The second follows from the bra $-\tfrac1{\sqrt6}(\langle X|-i\langle Y|)$ of the spin-down part of LH$+$. A jump of $\kappa$ adds the interface term $-2ak_-[k_z,\kappa]$ between LH$+$ and LH$-$.

Comparing (\ref{q}) with the diagonal of (\ref{bhz}) gives $q_E=-D-B$ and $q_H=-D+B$, or
\begin{equation}
B=-\tfrac12(q_E-q_H),\qquad D=-\tfrac12(q_E+q_H). \label{BD}
\end{equation}

\subsection{The parameters at three thicknesses}

The envelopes were expanded in piecewise polynomials of degree 8 on twelve intervals, with 9 nm of barrier on each side. All subbands of this finite basis enter the sum. At $d=7.0$ nm,
\begin{align}
q_E&=-0.029+1.094=1.065\ \text{eV nm}^2,\\
q_H&=-0.175+0.435=0.260\ \text{eV nm}^2 .
\end{align}
Equation (\ref{BD}) gives $B=-0.40$ and $D=-0.66$ eV nm$^2$. Both sums are positive. A level $E_l$ below $E_m$ contributes a positive term to (\ref{q}), so in both cases the subbands below outweigh those above. The direct terms alone would give both $q_E$ and $q_H$ the opposite sign.

\begin{center}
\begin{tabular}{lccc}
$d$ (nm) & 5.50 & 6.24 & 7.00\\
$E_{E1}$ (meV) & $-4.1$ & $-21.5$ & $-35.3$\\
$E_{H1}$ (meV) & $-26.6$ & $-21.5$ & $-17.7$\\
$M$ (meV) & $11.2$ & $0$ & $-8.8$\\
$C$ (meV) & $-15.3$ & $-21.5$ & $-26.5$\\
$A$ (eV nm) & $0.388$ & $0.379$ & $0.369$\\
$B$ (eV nm$^2$) & $-0.25$ & $-0.32$ & $-0.40$\\
$D$ (eV nm$^2$) & $-0.44$ & $-0.54$ & $-0.66$
\end{tabular}
\end{center}

The energies of either block are
\begin{equation}
E_\pm=C-Dk^2\pm\sqrt{(M-Bk^2)^2+A^2k^2}. \label{disp}
\end{equation}
At $d_c$ they are $C\pm Ak$ to first order. This is a massless Dirac cone with velocity $A/\hbar=5.8\times10^5$ m/s. At 7.0 nm the separation at $k=0$ is $2|M|=17.6$ meV. For comparison, $k_BT$ is 0.34 meV at 4 K and 6.6 meV at 77 K. The low-temperature parameters should not be carried to 77 K, where the crossing itself has moved.

\subsection{What the sign of $M$ changes}

Consider a smooth boundary along $y$ between a thicker region with $M<0$ on the left and a thinner one with $M>0$ on the right. Keep the linear terms, with $A$ and $C$ constant. At $k_y=0$ and $E=C$ the upper block requires
\begin{equation}
-iA\sigma_x\psi'+M(x)\sigma_z\psi=0 .
\end{equation}
Multiplication by $i\sigma_x/A$ and use of $\sigma_x\sigma_z=-i\sigma_y$ give
\begin{equation}
\psi'=-\frac{M(x)}A\sigma_y\psi,\qquad \psi=\exp\!\left[-\frac1A\int_0^xM(x')\,dx'\right]\chi .
\end{equation}
Here $\sigma_y\chi=\chi$, and the solution decays on both sides because $M$ changes sign. If $M$ had one sign throughout, either eigenvector of $\sigma_y$ would give growth on one side. At finite $k_y$ the term $-Ak_y\sigma_y$ shifts the energy, so the mode has $E=C-Ak_y$. Its time-reversed partner has $E=C+Ak_y$. With constant $C$, the decay length in the 7.0 nm region is $A/|M|=0.369/0.0088=42$ nm. The table shows that $C$ also changes with thickness. For a sharp step to a 5.5 nm region, the linear terms then give about 50 nm. Close to $d_c$ this length grows as $1/|M|$, and a narrow strip then lets modes on opposite edges overlap.

The sign of $B$ completes the meaning of inversion. With $M<0$ and $B<0$, the coefficient $M-Bk^2$ returns to the normal sign at $k=\sqrt{M/B}=0.15$ nm$^{-1}$ for $d=7.0$ nm. With $M>0$ and $B<0$ it never changes sign.

\subsection{Range in $k$}

Away from $d_c$ the neglected off-diagonal terms are of order $k^3$ and the neglected diagonal terms of order $k^4$. Since the two levels are separated by $2|M|$, a $k^3$ term acts on the energy together with $Ak$. The energy error is thus of order $k^4$ as long as $Ak\ll|M|$. At the crossing it can be of order $k^3$.

Diagonalizing the full six-band well at 7.0 nm, with $\mathbf k$ along $x$, gives the size of the error. For $k=0.1$ nm$^{-1}$, equation (\ref{disp}) has
\begin{align}
C-Dk^2&=-26.47+6.63=-19.84\ \text{meV},\\
\sqrt{(M-Bk^2)^2+A^2k^2}&=\sqrt{4.8^2+36.9^2}=37.2\ \text{meV},
\end{align}
so the energies are $-57.0$ and $17.4$ meV. The six-band values are $-54.4$ and $15.9$ meV. The lower band is thus wrong by 2.7 meV, which is 15\% of $2|M|$. At $k=0.05$ nm$^{-1}$ the errors are about 0.2 meV in both bands.

The nearest lower subband, at $-70.6$ meV, is also a warning. It lies 35 meV below E1, whereas the nearest higher one is at 251 meV. The lower band of (\ref{disp}) reaches that energy near $k=0.17$ nm$^{-1}$, but the six-band valence band departs from it well before. At $k=0.4$ nm$^{-1}$ along $[110]$ the six-band lower band is at $-44$ meV, only 8 meV below E1, while (\ref{disp}) gives $-78$ meV. Hole states at such wave vectors need the six-band well.

\subsection{A consequence for calculations on a mesh}

The positive $q_H$ means $|D|>|B|$, and this matters when (\ref{bhz}) is put on a square mesh of spacing $\delta$. The sign comes from the sum over all subbands, since the direct term alone is negative. A parameter set obtained with fewer subbands in that sum can have $|B|>|D|$; for it the condition on $(|B|-|D|)K$ given below decides whether the gap is clear. Central differences replace $k_x$ by $\sin(k_x\delta)/\delta$ and $k_x^2$ by $2(1-\cos k_x\delta)/\delta^2$. At $k_x=\pi/\delta$, $k_y=0$, the linear term vanishes and $k^2$ becomes $K=4/\delta^2$. If $M-BK>0$, the lower energy there is
\begin{equation}
C-DK-(M-BK)=E_{H1}+q_HK .
\end{equation}
For $M<0$ the bottom of the upper band at $k=0$ is $E_{H1}$. The lower band then rises above it at the edge of the mesh zone, and false states fill the gap. With the 7.0 nm parameters the condition $M-BK>0$ holds for $\delta<2\sqrt{B/M}=13.5$ nm, so every such mesh has these false states. At $\delta=4$ nm the false level lies $0.260\times0.25$ eV $=65$ meV above $E_{H1}$.

The continuum formula fails in the same way. At $k=0.75$ nm$^{-1}$ it puts the lower band at $-5.6$ meV, above $E_{H1}=-17.7$ meV. That $k$ is far outside the range of the expansion, so the overlap says nothing about the well.

One remedy is to reduce $|D|$ below $|B|$ for the mesh calculation, with $B$ held fixed. To clear the whole gap, the lower band at the mesh edge must lie below $E_{E1}$, which requires $(|B|-|D|)K>2|M|$. Even $D=0$ satisfies this only for $\delta<\sqrt{2|B|/|M|}=9.6$ nm with the 7.0 nm parameters, so the remedy needs a mesh finer than that. The change shifts both bands by more than $0.26\,k^2$ eV nm$^2$, which is 0.65 meV at $k=0.05$ nm$^{-1}$. It is acceptable if the energies of interest lie near $k=0$ and tolerate that shift. Otherwise the six-band well should be used.

\subsection{Symmetries that real wells break}

The block form rests on mirror and inversion symmetry. An electric field across the well, unequal interfaces, and the inversion asymmetry of the zinc-blende crystal break one or both. They permit terms between the blocks. A field along $z$ alone leaves the crossing at $k=0$ intact, because $j_z$ is still conserved there. Inversion asymmetry of the interfaces or of the crystal can couple E1$+$ to H1$-$, whose $j_z$ differ by two, and can open a gap at $k=0$. Such terms are not computed here. They matter most when $|M|$ is small, which is also where layer fluctuations and the uncertainty of $d_c$ make the sign of $M$ hardest to assign.
